# Relativity and the London Dispersion Coefficient of Two Mercury Atoms: a program that tests the result

```python
# Result under test: London's estimate C6 = (3/4) a^2 I for two equal atoms, and
#   C6(R)/C6(NR) = [a(R)/a(NR)]^2 * [I(R)/I(NR)]   for mercury,
# a = static dipole polarizability, I = ionisation energy,
# R = relativistic (spin-free Dirac), NR = nonrelativistic (Schroedinger).
# The estimate is compared with C6 from the full dynamic response, which
# defines an effective energy W = 4 C6 / (3 a^2) in the place of I.
# All data are computed here for a spherical atom in the local density
# approximation. Atomic units inside; eV and angstrom in the output.
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const
from pyscf.dft import libxc

HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
C = 1.0 / const.fine_structure
Z = 80
NOCC = [6, 4, 3, 1, 0]            # filled shells of Hg for l = 0..4

# Logarithmic radial grid; w are the weights for integration over r.
h = 0.04
x = np.arange(-17.0, 4.5, h)
r = np.exp(x)
w = h * r
# Multipole kernels; the diagonal terms correct the trapezoidal rule at the cusp.
big, small = np.maximum.outer(r, r), np.minimum.outer(r, r)
coulomb0 = 1 / big - np.diag(h / (12 * r))
coulomb1 = small / big**2 - np.diag(h / (4 * r))

# Even-tempered Gaussian basis, the same exponents for every l.
exponents = 0.01 * 2.1 ** np.arange(29)


def make_basis(l):
    ar2 = exponents[:, None] * r**2
    u = r ** (l + 1) * np.exp(-ar2)
    u /= np.sqrt((u**2) @ w)[:, None]
    g1 = (l - 2 * ar2) * u / r             # radial part of the gradient
    g2 = np.sqrt(l * (l + 1)) * u / r      # angular part of the gradient
    S = (u * w) @ u.T
    T = 0.5 * ((g1 * w) @ g1.T + (g2 * w) @ g2.T)
    return u, g1, g2, S, T


BASIS = [make_basis(l) for l in range(5)]


def states(l, V, rel):
    """Energies, large radial functions and radial densities in potential V."""
    u, g1, g2, S, T = BASIS[l]
    wv = w * V
    Vm = (u * wv) @ u.T
    if not rel:
        e, c = eigh(T + Vm, S)
        U = c.T @ u
        return e, U, U**2
    n = len(S)
    W = (g1 * wv) @ g1.T + (g2 * wv) @ g2.T
    zero = np.zeros((n, n))
    H = np.block([[Vm, T], [T, W / (4 * C**2) - T]])
    M = np.block([[S, zero], [zero, T / (2 * C**2)]])
    e, c = eigh(H, M)
    e, c = e[n:], c[:, n:]                 # electron states only
    U = c[:n].T @ u
    dens = U**2 + ((c[n:].T @ g1)**2 + (c[n:].T @ g2)**2) / (4 * C**2)
    return e, U, dens


def scf(rel, f_down, xc, X=None):
    """Self-consistent Hg; f_down = occupation of the spin-down 6s orbital.
    X = r*V for both spins. Returns total energy, X, density, spin-down 6s level."""
    if X is None:
        X = np.array([-(1 + (Z - 1) / (1 + 2.6 * r)**2)] * 2)
    Xs, Fs = [], []
    for _ in range(200):
        p, band, level = [], 0.0, []
        for s in range(2):
            if s == 1 and f_down == 1:     # closed shell: both spins equal
                p.append(p[0])
                band *= 2
                level.append(level[0])
                continue
            ps = 0.0
            for l in range(4):
                e, U, d = states(l, X[s] / r, rel)
                occ = np.full(NOCC[l], 2 * l + 1.0)
                if l == 0:
                    level.append(e[5])
                    if s == 1:
                        occ[5] = f_down
                ps = ps + occ @ d[:NOCC[l]]
                band += occ @ e[:NOCC[l]]
            p.append(ps)
        p = np.array(p)
        total = p.sum(axis=0)
        VH = coulomb0 @ (w * total)
        out = libxc.eval_xc(xc, p / (4 * np.pi * r**2), spin=1, deriv=1)
        exc = np.asarray(out[0]).reshape(-1)
        vxc = np.asarray(out[1][0]).reshape(-1, 2).T
        energy = (band - np.sum(w * p * X / r)
                  + np.sum(w * total * (-Z / r + VH / 2 + exc)))
        F = -Z + r * (VH + vxc) - X
        if np.sum(w * p * np.abs(F) / r) < 1e-5:
            return energy, X, total, level[1]
        Xs.append(X.ravel().copy())
        Fs.append(F.ravel().copy())
        new = Xs[-1] + 0.3 * Fs[-1]
        if len(Xs) > 6:                    # Anderson mixing
            dX = np.diff(np.array(Xs[-6:]), axis=0)
            dF = np.diff(np.array(Fs[-6:]), axis=0)
            g = np.linalg.lstsq(dF.T, Fs[-1], rcond=None)[0]
            new = new - (dX + 0.3 * dF).T @ g
        X = new.reshape(2, -1)
    raise RuntimeError('self-consistency not reached')


class Response:
    """Coupled dipole response of the closed-shell atom."""

    def __init__(self, rel, X, total, xc):
        self.st = [states(l, X[0] / r, rel) for l in range(5)]
        dens, gaps, outer = [], [], []
        for l in range(4):
            for i in range(NOCC[l]):
                for m in (l - 1, l + 1):
                    if m < 0:
                        continue
                    k = NOCC[m]
                    dens.append(np.sqrt(2 * max(l, m) / 3)
                                * self.st[l][1][i] * self.st[m][1][k:])
                    gaps.append(self.st[m][0][k:] - self.st[l][0][i])
                    outer += [l == 0 and i == 5] * len(gaps[-1])
        t = np.vstack(dens)
        self.gap = np.concatenate(gaps)
        self.from_6s = np.flatnonzero(outer)
        out = libxc.eval_xc(xc, total / (4 * np.pi * r**2), spin=0, deriv=2)
        fxc = np.asarray(out[2][0]).reshape(-1)
        tw = t * w
        self.K = tw @ coulomb1 @ tw.T + (tw * (3 * fxc / (4 * np.pi * r**2))) @ t.T
        self.dip = tw @ r
        self.force = tw @ (Z / r**2)       # field of a displaced nucleus

    def amplitudes(self, omega, source):
        A = 2 * self.K + np.diag(self.gap + omega**2 / self.gap)
        return np.linalg.solve(A, source)

    def alpha(self, omega):
        return 2 * self.dip @ self.amplitudes(omega, self.dip)

    def alpha_6s(self, omega):
        """Polarizability when only the 6s shell may respond."""
        q = self.from_6s
        A = 2 * self.K[np.ix_(q, q)] + np.diag(self.gap[q] + omega**2 / self.gap[q])
        return 2 * self.dip[q] @ np.linalg.solve(A, self.dip[q])

    def energy_bounds(self):
        """Bounds on W from the moments of the oscillator strengths."""
        y = self.amplitudes(0.0, self.dip)
        s_2 = 2 * self.dip @ y
        s_4 = 2 * np.sum(y**2 / self.gap)
        s_0 = 2 * np.sum(self.dip**2 * self.gap)
        return np.sqrt(s_2 / s_4), np.sqrt(s_0 / s_2)


def casimir_polder(alpha, nodes=24):
    t, wt = np.polynomial.legendre.leggauss(nodes)
    om = 0.5 * (1 + t) / (1 - t)
    jac = 1.0 / (1 - t)**2
    return 3 / np.pi * sum(a * b * alpha(o)**2 for a, b, o in zip(wt, jac, om))


# --- tests of the radial machinery on cases with known exact answers
e0, U0, _ = states(0, -1 / r, False)
e1, U1, _ = states(1, -1 / r, False)
d = U1 @ (w * r * U0[0])
alpha_H = 2 / 3 * np.sum(d**2 / (e1 - e0[0]))
assert abs(alpha_H - 4.5) < 0.01
dirac_1s = C**2 * (np.sqrt(1 - (Z / C)**2) - 1)
num_1s = states(0, -Z / r, True)[0][0]
# the tightest Gaussian limits the description of the point-nucleus singularity
assert abs(num_1s / dirac_1s - 1) < 1e-3

# --- mercury: ionisation energy and polarizability, both treatments
XC = 'lda,vwn'
data = {}
for rel in (False, True):
    E0, X0, n0, lev0 = scf(rel, 1, XC)
    E1, X1, n1, lev1 = scf(rel, 0, XC, X0)
    _, _, _, levh = scf(rel, 0.5, XC, X0)
    ion = E1 - E0
    janak = -(lev0 + 4 * levh + lev1) / 6  # Simpson rule over the occupation
    assert abs(ion - janak) * HARTREE < 0.1
    resp = Response(rel, X0, n0, XC)
    s6 = resp.st[0]
    a0, c6 = resp.alpha(0.0), casimir_polder(resp.alpha)
    assert abs(casimir_polder(resp.alpha, 36) / c6 - 1) < 1e-3
    W_eff = 4 * c6 / (3 * a0**2)
    low, high = resp.energy_bounds()
    assert low * 0.999 < W_eff < high * 1.001
    V_eff = 4 * casimir_polder(resp.alpha_6s) / (3 * resp.alpha_6s(0.0)**2)
    data[rel] = dict(I=ion, janak=janak, a=a0, C6=c6, W=W_eff, V=V_eff,
                     low=low, high=high, a6s=resp.alpha_6s(0.0),
                     resp=resp, X=X0, e6p=resp.st[1][0][4],
                     size=np.sum(w * r * s6[2][5]), e6s=s6[0][5],
                     small=1 - np.sum(w * s6[1][5]**2))
nr, re = data[False], data[True]
strength = np.sum(2 * nr['resp'].dip**2 * nr['resp'].gap)
shift = 2 * nr['resp'].dip @ nr['resp'].amplitudes(0.0, nr['resp'].force)
assert abs(strength - Z) < 0.01 * Z        # oscillator-strength sum
assert abs(shift - Z) < 0.01 * Z           # cloud follows its nucleus rigidly
assert re['size'] < nr['size'] and re['e6s'] < nr['e6s']
assert re['a'] < nr['a'] and re['I'] > nr['I']

# --- London's formula from its definitions
a_t, w_t = re['a'], re['I']
one = casimir_polder(lambda o: a_t * w_t**2 / (w_t**2 + o**2))
assert abs(one / (0.75 * a_t**2 * w_t) - 1) < 1e-6
R = 40.0
g = a_t * w_t**2 / R**3 * np.diag([1.0, 1.0, -2.0])
modes = np.linalg.eigvalsh(np.block([[w_t**2 * np.eye(3), g],
                                     [g, w_t**2 * np.eye(3)]]))
pair = 0.5 * np.sum(np.sqrt(modes) - w_t)
drude_ratio = -pair * R**6 / (0.75 * a_t**2 * w_t)
assert abs(drude_ratio - 1) < 1e-3

# --- the estimate, from inputs rounded as supplied to the reader
aN, aR = (round(float(q['a']) * BOHR**3, 2) for q in (nr, re))
IN, IR = (round(float(q['I']) * HARTREE, 2) for q in (nr, re))
london = lambda a, I: 0.75 * a**2 * I
LN, LR = london(aN, IN), london(aR, IR)
unit = HARTREE * BOHR**6
fa, fi = (aR / aN)**2, IR / IN
ratio = LR / LN
full_ratio = re['C6'] / nr['C6']
assert ratio < 1 and full_ratio < 1        # both roads: relativity lowers C6
fW, fV = re['W'] / nr['W'], re['V'] / nr['V']
assert fW > fi                             # London exaggerates the fall of C6
n_exp = -np.log(aR / aN) / np.log(fi)
assert n_exp > 0.5

# --- sizes of neglected effects
xo = {}
for rel in (False, True):
    E0, X0, n0, _ = scf(rel, 1, 'lda,', data[rel]['X'])
    E1 = scf(rel, 0, 'lda,', X0)[0]
    xo[rel] = (Response(rel, X0, n0, 'lda,').alpha(0.0), E1 - E0)
xo_ratio = (xo[True][0] / xo[False][0])**2 * xo[True][1] / xo[False][1]
U_p = re['resp'].st[1][1]
Xr = re['X'][0]
dV = (np.gradient(Xr, x) - Xr) / r**2
zeta = np.sum(w * U_p[4]**2 * dV / r) / (2 * C**2)
gap_sp = re['e6p'] - re['e6s']
so_effect = 0.5 * (zeta / gap_sp)**2


def both(key, factor=HARTREE, digits=2):
    return f'{nr[key]*factor:.{digits}f}, {re[key]*factor:.{digits}f}'


print('Hg, LDA (Slater exchange + VWN); NR = nonrelativistic, R = relativistic')
print(f'polarizability NR, R: {aN:.2f}, {aR:.2f} angstrom^3')
print(f'ionisation energy NR, R: {IN:.2f}, {IR:.2f} eV')
print(f'mean 6s radius NR, R: {both("size", BOHR, 3)} angstrom')
print(f'6s level NR, R: {both("e6s")} eV')
print(f'6p level NR, R: {both("e6p")} eV')
print(f'London C6 NR, R: {LN:.1f}, {LR:.1f} eV angstrom^6')
print(f'London C6 NR, R: {LN/unit:.0f}, {LR/unit:.0f} atomic units')
print(f'polarizability ratio R/NR: {aR/aN:.4f}')
print(f'squared polarizability ratio: {fa:.4f}')
print(f'ionisation energy ratio R/NR: {fi:.4f}')
print(f'London C6 ratio R/NR: {ratio:.4f}')
print(f'London change of C6: {100*(ratio-1):.1f} percent')
print(f'log contributions: polarizability {np.log(fa):.4f}, ionisation {np.log(fi):.4f}')
print(f'log of London C6 ratio: {np.log(ratio):.4f}')
print(f'part of polarizability log offset by ionisation: {-100*np.log(fi)/np.log(fa):.1f} percent')
print(f'C6 with a(R), I(NR): {london(aR, IN):.1f} eV angstrom^6')
print(f'C6 with a(NR), I(R): {london(aN, IR):.1f} eV angstrom^6')
print(f'exponent n in a ~ I^(-n): {n_exp:.2f}')
print(f'full-response C6 NR, R: {both("C6", unit, 1)} eV angstrom^6')
print(f'full-response C6 NR, R: {both("C6", 1, 0)} atomic units')
print(f'full-response C6 ratio R/NR: {full_ratio:.4f}')
print(f'full-response change of C6: {100*(full_ratio-1):.1f} percent')
print(f'London ratio / full-response ratio: {ratio/full_ratio:.3f}')
print(f'London/full C6 NR, R: {LN/(nr["C6"]*unit):.3f}, {LR/(re["C6"]*unit):.3f}')
print(f'effective energy W NR, R: {both("W")} eV; ratio {fW:.4f}')
print(f'lower bound on W NR, R: {both("low")} eV')
print(f'upper bound on W NR, R: {both("high")} eV')
print(f'only 6s responding: polarizability NR, R: {both("a6s", BOHR**3)} angstrom^3')
print(f'only 6s responding: effective energy V NR, R: {both("V")} eV; ratio {fV:.4f}')
print(f'discrepancy factor W ratio / I ratio: {fW/fi:.4f}')
print(f'  6s part, V ratio / I ratio: {fV/fi:.4f}')
print(f'  inner-shell part, W ratio / V ratio: {fW/fV:.4f}')
print(f'London C6 ratio without correlation functional: {xo_ratio:.4f}')
print(f'6p spin-orbit parameter: {zeta*HARTREE:.2f} eV; 6s-6p gap: {gap_sp*HARTREE:.2f} eV')
print(f'spin-orbit effect on polarizability, estimate: {100*so_effect:.2f} percent')
print(f'small-component weight of 6s: {100*re["small"]:.3f} percent')
print(f'test, hydrogen polarizability: {alpha_H:.4f} atomic units (exact 9/2)')
print(f'test, 1s energy at Z=80, numerical/Dirac: {num_1s/dirac_1s:.6f}')
print(f'test, oscillator-strength sum NR: {strength:.3f} (80 electrons)')
print(f'test, rigid displacement sum NR: {shift:.3f} (80 electrons)')
print(f'test, I from 6s level NR, R: {both("janak")} eV')
print(f'test, coupled oscillators/London: {drude_ratio:.6f}')
print('OK')
```

It prints:

```
Hg, LDA (Slater exchange + VWN); NR = nonrelativistic, R = relativistic
polarizability NR, R: 8.19, 5.02 angstrom^3
ionisation energy NR, R: 8.82, 10.86 eV
mean 6s radius NR, R: 1.627, 1.418 angstrom
6s level NR, R: -5.58, -7.12 eV
6p level NR, R: -1.48, -1.21 eV
London C6 NR, R: 443.7, 205.3 eV angstrom^6
London C6 NR, R: 743, 344 atomic units
polarizability ratio R/NR: 0.6129
squared polarizability ratio: 0.3757
ionisation energy ratio R/NR: 1.2313
London C6 ratio R/NR: 0.4626
London change of C6: -53.7 percent
log contributions: polarizability -0.9790, ionisation 0.2081
log of London C6 ratio: -0.7709
part of polarizability log offset by ionisation: 21.3 percent
C6 with a(R), I(NR): 166.7 eV angstrom^6
C6 with a(NR), I(R): 546.3 eV angstrom^6
exponent n in a ~ I^(-n): 2.35
full-response C6 NR, R: 330.8, 196.6 eV angstrom^6
full-response C6 NR, R: 554, 329 atomic units
full-response C6 ratio R/NR: 0.5943
full-response change of C6: -40.6 percent
London ratio / full-response ratio: 0.778
London/full C6 NR, R: 1.341, 1.044
effective energy W NR, R: 6.58, 10.42 eV; ratio 1.5843
lower bound on W NR, R: 5.40, 8.14 eV
upper bound on W NR, R: 32.74, 41.24 eV
only 6s responding: polarizability NR, R: 7.97, 4.47 angstrom^3
only 6s responding: effective energy V NR, R: 5.38, 7.47 eV; ratio 1.3900
discrepancy factor W ratio / I ratio: 1.2867
  6s part, V ratio / I ratio: 1.1289
  inner-shell part, W ratio / V ratio: 1.1398
London C6 ratio without correlation functional: 0.4559
6p spin-orbit parameter: 0.62 eV; 6s-6p gap: 5.92 eV
spin-orbit effect on polarizability, estimate: 0.54 percent
small-component weight of 6s: 0.007 percent
test, hydrogen polarizability: 4.5000 atomic units (exact 9/2)
test, 1s energy at Z=80, numerical/Dirac: 0.999813
test, oscillator-strength sum NR: 80.003 (80 electrons)
test, rigid displacement sum NR: 79.999 (80 electrons)
test, I from 6s level NR, R: 8.82, 10.86 eV
test, coupled oscillators/London: 1.000000
OK
```
